# Constructing and Normalizing a Semicore Local Orbital: a program that tests the result

```python
"""Semicore local orbital in a muffin-tin sphere (Hartree atomic units).

Result under test: phi = a*u1 + b*u1dot + c*u2 has zero value and slope at R if
  a/c = (R^2/2) (u2 u1dot' - u2' u1dot),  b/c = (R^2/2) (u1 u2' - u1' u2)  at R,
and unit norm if
  1/c^2 = 1 + (a/c)^2 + (b/c)^2 n + 2 (a/c) S + 2 (b/c) T.
u1, u2: regular radial solutions at energies E1, E2, normalized in the sphere;
u1dot: energy derivative of u1; S=<u1|u2>, T=<u1dot|u2>, n=<u1dot|u1dot>.
Model: V = -Z exp(-r/d)/r, shifted to be zero at R; V = 0 outside the sphere.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_kn

Z, d, R, l = 20.0, 0.6, 2.5, 1
E1 = 0.2
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Gauss-Legendre nodes, followed by the surface point with zero weight
nodes, weights = np.polynomial.legendre.leggauss(240)
r = np.append(0.5 * R * (nodes + 1.0), R)
w = np.append(0.5 * R * weights, 0.0)


def potential(x):
    return -Z * np.exp(-x / d) / x + Z * np.exp(-R / d) / R


def inner(f, g):
    return float(np.sum(w * r**2 * f * g))


def solve_radial(E):
    """Return arrays [value, slope] of normalized u and of its energy derivative.

    Writes u = r^l f and integrates f together with g, where (h-E) r^l g = r^l f.
    """
    def rhs(x, y):
        f, df, g, dg = y
        k = 2.0 * (potential(x) - E)
        drag = 2.0 * (l + 1) / x
        return [df, k * f - drag * df, dg, k * g - drag * dg - 2.0 * f]

    x0 = 1e-5
    start = [1.0 - Z * x0 / (l + 1), -Z / (l + 1), 0.0, -2.0 * x0 / (2 * l + 3)]
    sol = solve_ivp(rhs, (x0, R), start, method="DOP853", t_eval=r,
                    rtol=1e-12, atol=1e-14, max_step=0.02)
    assert sol.success
    f, df, g, dg = sol.y
    u = np.array([r**l * f, r**l * df + l * r**(l - 1) * f])
    v = np.array([r**l * g, r**l * dg + l * r**(l - 1) * g])
    scale = 1.0 / np.sqrt(inner(u[0], u[0]))
    u, v = u * scale, v * scale
    v = v - inner(u[0], v[0]) * u      # keeps the norm of u fixed with energy
    return u, v


def surface_ratios(u1, u1dot, u2):
    """a/c and b/c from values and slopes at the sphere surface."""
    p, dp = u1[:, -1]
    q, dq = u1dot[:, -1]
    s, ds = u2[:, -1]
    return 0.5 * R**2 * (s * dq - ds * q), 0.5 * R**2 * (p * ds - dp * s)


def misfit(target, basis):
    """Squared norm of the part of a function outside the span of a basis."""
    m = np.sqrt(w) * r
    A = np.array([m * f for f in basis]).T
    y = m * target
    x = np.linalg.lstsq(A, y, rcond=None)[0]
    return float(np.sum((y - A @ x)**2))


def node_count(u):
    return int(np.sum(u[0, 1:] * u[0, :-1] < 0))


# Semicore level: match the inside solution to the decaying outside solution
def tail_mismatch(E):
    u, _ = solve_radial(E)
    kappa = np.sqrt(-2.0 * E)
    tail = spherical_kn(l, kappa * R)
    dtail = kappa * spherical_kn(l, kappa * R, derivative=True)
    return u[1, -1] * tail - u[0, -1] * dtail


E2 = brentq(tail_mismatch, -8.0, -0.05, xtol=1e-11)

# Independent finite-difference diagonalization in a large box
step = 0.002
x = step * np.arange(1, 6000)
v_eff = np.where(x < R, potential(x), 0.0) + 0.5 * l * (l + 1) / x**2
level, vec = eigh_tridiagonal(1.0 / step**2 + v_eff,
                              np.full(len(x) - 1, -0.5 / step**2),
                              select="i", select_range=(1, 1))
E2_grid = float(level[0])
inside = float(np.sum(vec[x < R, 0]**2) / np.sum(vec[:, 0]**2))
assert abs(E2_grid - E2) < 3e-3        # second-order grid error near the nucleus

u1, u1dot = solve_radial(E1)
u2, _ = solve_radial(E2)
assert node_count(u2) == 1

# Energy derivative against central differences of normalized solutions
dE = 1e-3
u1dot_fd = (solve_radial(E1 + dE)[0] - solve_radial(E1 - dE)[0]) / (2 * dE)
assert np.max(np.abs(u1dot_fd - u1dot)) < 2e-5

# Wronskian of u1 and u1dot
wronskian = R**2 * (u1[1, -1] * u1dot[0, -1] - u1[0, -1] * u1dot[1, -1])
assert abs(wronskian - 2.0) < 1e-7

# Coefficients: boundary conditions, then the volume-overlap form
alpha, beta = surface_ratios(u1, u1dot, u2)
shape = alpha * u1 + beta * u1dot + u2
shape_fd = alpha * u1 + beta * u1dot_fd + u2
assert np.max(np.abs(shape[:, -1])) < 1e-7
assert np.max(np.abs(shape_fd[:, -1])) < 5e-5
S = inner(u1[0], u2[0])
T = inner(u1dot[0], u2[0])
n = inner(u1dot[0], u1dot[0])
gap = E1 - E2
assert abs(beta - gap * S) < 1e-7
assert abs(alpha + S + gap * T) < 1e-7

# Normalization with cross overlaps against direct quadrature
square_part = 1.0 + alpha**2 + beta**2 * n
cross_a, cross_b = 2 * alpha * S, 2 * beta * T
norm_shape = square_part + cross_a + cross_b
c = 1.0 / np.sqrt(norm_shape)
a, b = alpha * c, beta * c
phi = c * shape
norm_phi = inner(phi[0], phi[0])
assert abs(norm_phi - 1.0) < 1e-8
norm_closed = 1 - S**2 + (gap * T)**2 + (gap * S)**2 * n + 2 * gap * S * T
assert abs(norm_closed - inner(shape[0], shape[0])) < 1e-7
norm_without_cross = inner(shape[0], shape[0]) / square_part

# Energy expectation against the gradient form of the kinetic energy
energy = E1 - c**2 * gap * (1 + alpha * S + 2 * beta * T)
energy_direct = float(np.sum(w * (0.5 * r**2 * phi[1]**2
                     + (0.5 * l * (l + 1) + r**2 * potential(r)) * phi[0]**2)))
assert abs(energy - energy_direct) < 1e-6

# Curvature just inside the surface against a one-sided slope
curvature = 2 * c * gap * (u2[0, -1] - S * u1[0, -1])
curvature_fd = phi[1, -2] / (r[-2] - R)
assert abs(curvature - curvature_fd) < 2e-3 * max(1.0, abs(curvature))

# What the local orbital adds near the semicore energy
shift = 0.1
near, _ = solve_radial(E2 + shift)
pair = [u1[0], u1dot[0]]
miss_u2 = misfit(u2[0], pair)
miss_pair = misfit(near[0], pair)
miss_lo = misfit(near[0], pair + [phi[0]])
assert misfit(u2[0], pair + [phi[0]]) < 1e-12
assert miss_lo < 0.05 * miss_pair


# Growth of c when the two energies approach each other
def mean_c(delta):
    values = []
    for sign in (1, -1):
        other, _ = solve_radial(E1 + sign * delta)
        p, q = surface_ratios(u1, u1dot, other)
        s = p * u1[0] + q * u1dot[0] + other[0]
        values.append(1.0 / np.sqrt(inner(s, s)))
    return float(np.mean(values))


c_wide, c_close = mean_c(0.2), mean_c(0.1)
power = np.log2(c_close / c_wide)
assert abs(power - 2.0) < 0.1

print(f"Z = {Z:.0f}, l = {l}, d = {d} bohr, R = {R} bohr")
print(f"E1 = {E1:.4f} hartree")
print(f"E2 = {E2:.6f} hartree = {E2 * HARTREE_EV:.3f} eV")
print(f"E2 from finite-difference grid = {E2_grid:.6f} hartree")
print(f"E1 - E2 = {gap:.6f} hartree")
print(f"semicore probability inside sphere = {inside:.5f}")
print(f"radial nodes inside sphere: u1 {node_count(u1)}, u2 {node_count(u2)}")
print(f"u1(R) = {u1[0, -1]:.6f} bohr^-3/2")
print(f"u1'(R) = {u1[1, -1]:.6f} bohr^-5/2")
print(f"u1dot(R) = {u1dot[0, -1]:.6f} bohr^-3/2 hartree^-1")
print(f"u1dot'(R) = {u1dot[1, -1]:.6f} bohr^-5/2 hartree^-1")
print(f"u2(R) = {u2[0, -1]:.6f} bohr^-3/2")
print(f"u2'(R) = {u2[1, -1]:.6f} bohr^-5/2")
print(f"R^2 (u1' u1dot - u1 u1dot') = {wronskian:.8f} (atomic units)")
print(f"S = <u1|u2> = {S:.6f}")
print(f"T = <u1dot|u2> = {T:.6f} hartree^-1")
print(f"n = <u1dot|u1dot> = {n:.6f} hartree^-2")
print(f"a/c = {alpha:.6f}")
print(f"b/c = {beta:.6f} hartree")
print(f"squared terms of 1/c^2 = {square_part:.6f}")
print(f"cross term 2(a/c)S = {cross_a:.6f}")
print(f"cross term 2(b/c)T = {cross_b:.6f}")
print(f"1/c^2 = {norm_shape:.6f}")
print(f"a = {a:.6f}")
print(f"b = {b:.6f} hartree")
print(f"c = {c:.6f}")
print(f"norm of phi by quadrature = {norm_phi:.9f}")
print(f"norm if cross terms are dropped = {norm_without_cross:.6f}")
print(f"|phi(R)| = {abs(phi[0, -1]):.1e} bohr^-3/2")
print(f"|phi'(R)| = {abs(phi[1, -1]):.1e} bohr^-5/2")
print(f"phi''(R), inner side = {curvature:.6f} bohr^-7/2")
print(f"phi''(R) from one-sided slope = {curvature_fd:.6f} bohr^-7/2")
print(f"<phi|h|phi> by formula = {energy:.6f} hartree")
print(f"<phi|h|phi> by quadrature = {energy_direct:.6f} hartree")
print(f"part of u2 outside span(u1,u1dot) = {miss_u2:.6f}")
print(f"test energy E2 + {shift} hartree, squared misfit:")
print(f"  without local orbital = {miss_pair:.6f}")
print(f"  with local orbital = {miss_lo:.3e}")
print(f"mean c at |E2-E1| = 0.2 hartree: {c_wide:.3f}")
print(f"mean c at |E2-E1| = 0.1 hartree: {c_close:.3f}")
print(f"growth exponent of c = {power:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Z = 20, l = 1, d = 0.6 bohr, R = 2.5 bohr
E1 = 0.2000 hartree
E2 = -2.018871 hartree = -54.936 eV
E2 from finite-difference grid = -2.019199 hartree
E1 - E2 = 2.218871 hartree
semicore probability inside sphere = 0.99921
radial nodes inside sphere: u1 2, u2 1
u1(R) = 0.522229 bohr^-3/2
u1'(R) = 0.078101 bohr^-5/2
u1dot(R) = -0.205230 bohr^-3/2 hartree^-1
u1dot'(R) = -0.643451 bohr^-5/2 hartree^-1
u2(R) = -0.022767 bohr^-3/2
u2'(R) = 0.056366 bohr^-5/2
R^2 (u1' u1dot - u1 u1dot') = 2.00000000 (atomic units)
S = <u1|u2> = 0.043961
T = <u1dot|u2> = -0.056736 hartree^-1
n = <u1dot|u1dot> = 0.069556 hartree^-2
a/c = 0.081929
b/c = 0.097544 hartree
squared terms of 1/c^2 = 1.007374
cross term 2(a/c)S = 0.007203
cross term 2(b/c)T = -0.011068
1/c^2 = 1.003509
a = 0.081785
b = 0.097373 hartree
c = 0.998250
norm of phi by quadrature = 1.000000000
norm if cross terms are dropped = 0.996163
|phi(R)| = 1.4e-17 bohr^-3/2
|phi'(R)| = 4.8e-17 bohr^-5/2
phi''(R), inner side = -0.202557 bohr^-7/2
phi''(R) from one-sided slope = -0.202570 bohr^-7/2
<phi|h|phi> by formula = -1.994603 hartree
<phi|h|phi> by quadrature = -1.994603 hartree
part of u2 outside span(u1,u1dot) = 0.951789
test energy E2 + 0.1 hartree, squared misfit:
  without local orbital = 0.732870
  with local orbital = 3.091e-04
mean c at |E2-E1| = 0.2 hartree: 244.531
mean c at |E2-E1| = 0.1 hartree: 978.645
growth exponent of c = 2.0008
ALL CHECKS PASSED
```
